\section*{Directions of Zero Thermal Expansion in Orthorhombic NiSi, part 2}

In which directions does a free, stress-free single crystal of orthorhombic NiSi have zero linear thermal expansion? Following material lines has given a cone about the $b$ axis. Here the cone is derived again from the spacing of lattice planes, and the two derivations are compared.

The perpendicular cell edges are $L_i$, $i=a,b,c$ ($Pnma$ setting), with expansion coefficients $\alpha_i=(1/L_i)\,dL_i/dT$:
\begin{equation}
\alpha_a=42,\qquad \alpha_b=-43,\qquad \alpha_c=34\quad\text{ppm/K},
\label{eq:values}
\end{equation}
where $1$ ppm is $10^{-6}$. These values are representative of temperatures near $200$--$250\,^\circ$C, or of averages between room temperature and about $450\,^\circ$C. A finite temperature change $\Delta T$ multiplies each edge by $\lambda_i=1+\alpha_i\Delta T$. The example is heating from 25 to $450\,^\circ$C, so $\Delta T=425$ K.

A direction is a unit vector $\mathbf n=(n_a,n_b,n_c)$, at angle $\theta$ from $b$ and azimuth $\phi$ from $a$ towards $c$. The $ab$ plane is $\phi=0$ and the $bc$ plane is $\phi=90^\circ$. A line along $\mathbf n$ has the expansion coefficient
\begin{equation}
\alpha(\mathbf n)=\alpha_an_a^2+\alpha_bn_b^2+\alpha_cn_c^2 .
\label{eq:alphan}
\end{equation}
With $A(\phi)=\alpha_a\cos^2\phi+\alpha_c\sin^2\phi$, it vanishes on the cone
\begin{equation}
\tan^2\theta_0(\phi)=\frac{-\alpha_b}{A(\phi)}
=\frac{43}{42\cos^2\phi+34\sin^2\phi} .
\label{eq:theta0}
\end{equation}
The angle $\theta_0$ runs from $45.3^\circ$ in the $ab$ plane to $48.4^\circ$ in the $bc$ plane. Directions inside the cone, nearer to $b$, contract on heating; those outside expand.

On heating, a line on the cone tilts away from $b$ by an angle $\psi$ ($1.03^\circ$ in the $ab$ plane for the example), and a unit line lengthens to about $1+\psi^2/2$. Lines with equal initial and final lengths lie at $\theta_L$, found from $\sum_i(\lambda_i^2-1)n_i^2=0$ with $\lambda_i^2-1=2\alpha_i\Delta T(1+\alpha_i\Delta T/2)$. In the $ab$ plane,
\begin{equation}
\theta_L-\theta_0\approx-\frac{\sin2\theta_0}{8}(\alpha_a-\alpha_b)\Delta T ,
\label{eq:lineshift}
\end{equation}
which is $-0.0045$ rad, or $-0.26^\circ$, for the example.

\subsection{How a plane spacing expands}

A family of lattice planes has three integer indices $(h_ah_bh_c)$. In coordinates $x_i$ along the axes, its planes are
\begin{equation}
\frac{h_ax_a}{L_a}+\frac{h_bx_b}{L_b}+\frac{h_cx_c}{L_c}=m,
\qquad m=0,\pm1,\pm2,\ldots
\end{equation}
The left side is $\mathbf g\cdot\mathbf x$, where $\mathbf g$ has components $g_i=h_i/L_i$. The vector $\mathbf g$ is perpendicular to the planes, and the unit normal is $\mathbf N=\mathbf g/|\mathbf g|$. A point at distance $s$ from the origin along $\mathbf N$ has $\mathbf g\cdot\mathbf x=s|\mathbf g|$. Moving from one plane to the next raises this product by one, so the spacing is $d=1/|\mathbf g|$, or
\begin{equation}
\frac{1}{d^2}=\sum_i\frac{h_i^2}{L_i^2} .
\label{eq:d}
\end{equation}

The integers do not change on heating, because the same lattice points remain on the same planes. Differentiation of \eqref{eq:d} with respect to temperature therefore acts only on $d$ and $L_i$:
\begin{equation}
-\frac{2}{d^3}\frac{dd}{dT}
=-2\sum_i\frac{h_i^2}{L_i^3}\frac{dL_i}{dT}
=-2\sum_i\alpha_i g_i^2 .
\end{equation}
The last step uses $dL_i/dT=\alpha_iL_i$. Multiplying by $-d^2/2$, and noting that $d\,g_i=N_i$, gives
\begin{equation}
\frac1d\frac{dd}{dT}=\sum_i\alpha_i\,d^2g_i^2
=\sum_i\alpha_iN_i^2 .
\label{eq:drate}
\end{equation}
The spacing of planes with normal $\mathbf N$ expands at the same rate as a line along $\mathbf N$.

Integer indices give a discrete set of normals. This set comes as close as desired to any direction $\mathbf n$: choose for $h_i$ the integers nearest to $ML_in_i$ with a large factor $M$, and the rounding errors become negligible beside the indices as a whole. Since \eqref{eq:drate} is continuous, its zeros define a surface for all directions. That surface separates the plane families whose spacing shrinks from those whose spacing grows, whether or not a family of small indices lies on it.

\subsection{The cone in terms of the double angle}

At fixed azimuth the right side of \eqref{eq:drate} is $A\sin^2\theta+\alpha_b\cos^2\theta$. Replace the squares by $\sin^2\theta=(1-\cos2\theta)/2$ and $\cos^2\theta=(1+\cos2\theta)/2$, and collect terms:
\begin{equation}
\alpha(\theta,\phi)=\frac{A+\alpha_b}{2}-\frac{A-\alpha_b}{2}\cos2\theta .
\label{eq:double}
\end{equation}
The expansion oscillates about the mean of the two extreme coefficients. It vanishes at
\begin{equation}
\cos2\theta_0=\frac{A+\alpha_b}{A-\alpha_b} .
\label{eq:cos2}
\end{equation}
A real angle requires $(A+\alpha_b)^2\le(A-\alpha_b)^2$. Expanding both squares reduces this to $A\alpha_b\le0$, so $A$ and $\alpha_b$ must not have the same sign. The identity $\tan^2\theta=(1-\cos2\theta)/(1+\cos2\theta)$ then gives
\begin{equation}
\tan^2\theta_0=\frac{(A-\alpha_b)-(A+\alpha_b)}{(A-\alpha_b)+(A+\alpha_b)}
=\frac{-2\alpha_b}{2A}=\frac{-\alpha_b}{A} ,
\end{equation}
which is the cone found from lines.

This form shows why the angles lie near $45^\circ$. In the $ab$ plane $\cos2\theta_0=-1/85$, because the growth along $a$ and the shrinkage along $b$ are almost equal in size. In the $bc$ plane $\cos2\theta_0=-9/77$, and the angle moves to $48.4^\circ$.

It also gives the sensitivity to direction. Differentiating \eqref{eq:double} at $\phi=0$ yields $d\alpha/d\theta=(\alpha_a-\alpha_b)\sin2\theta$. Near the cone this is about 85 ppm/K per radian, or 1.5 ppm/K per degree. Zero expansion is therefore confined to a narrow range of $\theta$: a misalignment of two degrees across the cone produces about 3 ppm/K, which is comparable with the expansion of silicon. A misalignment along the cone has much less effect.

\subsection{Lattice directions and plane normals}

The lattice direction $[uvw]$ is the vector $(uL_a,vL_b,wL_c)$, whereas the normal of the plane with the same indices is parallel to $(u/L_a,v/L_b,w/L_c)$. The edges multiply in one case and divide in the other, so equal indices generally mean different directions. Take the rough edges $L_a=0.52$ nm, $L_b=0.33$ nm and $L_c=0.56$ nm. For $[110]$, $\tan\theta=0.52/0.33$. The direction lies $58^\circ$ from $b$, outside the cone, and expands at about 18 ppm/K. For the normal of $(110)$, $\tan\theta=0.33/0.52$. This normal lies $32^\circ$ from $b$, inside the cone, and the spacing contracts at about 19 ppm/K.

The direction $[230]$ has $\tan\theta=(2\times0.52)/(3\times0.33)$ and lies at $46.4^\circ$, about one degree outside the cone. Its coefficient is about 1.6 ppm/K. This small value depends on the assumed edges: a 1\% change of $L_a/L_b$ turns the direction by about 0.005 rad, and so changes the coefficient by about 0.4 ppm/K. With $L_a=0.518$ nm and $L_b=0.333$ nm, for example, the direction lies at $46.0^\circ$ and the coefficient is about 1.0 ppm/K.

\subsection{Where lines and planes part company}

The two derivations agree to first order in $\Delta T$. Over a finite rise they answer different questions. After heating, \eqref{eq:d} contains the edges $\lambda_iL_i$, and the ratio of the new spacing $d'$ to the old one is
\begin{equation}
\frac{d'}{d}=\left(\sum_i\frac{N_i^2}{\lambda_i^2}\right)^{-1/2},
\end{equation}
where $\mathbf N$ is the normal before heating. The spacing is unchanged if $\sum_i(1-\lambda_i^{-2})N_i^2=0$. With $x=\alpha_i\Delta T$, the expansion $(1+x)^{-2}=1-2x+3x^2-\ldots$ gives
\begin{equation}
1-\lambda_i^{-2}\approx2\alpha_i\Delta T\left(1-\tfrac32\alpha_i\Delta T\right).
\end{equation}
For lines the corresponding correction factor was $1+\frac12\alpha_i\Delta T$. The coefficient $\frac12$ has been replaced by $-\frac32$, and nothing else in the calculation changes. The shift in the $ab$ plane is therefore $-3$ times that of lines:
\begin{equation}
\theta_P-\theta_0\approx+\frac{3\sin2\theta_0}{8}(\alpha_a-\alpha_b)\Delta T .
\end{equation}
For $\Delta T=425$ K this is $3\times0.0045=0.0135$ rad, or $+0.78^\circ$, and a numerical solution of $d'=d$ agrees.

The factor $-3$ has a geometrical meaning. A line on the cone turns by $\psi$ away from $b$ and lengthens to $1+\psi^2/2$. The new plane normal has components proportional to $N_i/\lambda_i\approx N_i(1-\alpha_i\Delta T)$, so it turns by the same small angle in the opposite sense. The line that initially joined two planes at right angles is now inclined at $2\psi$ to their normal. The distance between the planes is the projection of this line on the normal:
\begin{equation}
\left(1+\tfrac12\psi^2\right)\cos2\psi
\approx\left(1+\tfrac12\psi^2\right)\left(1-2\psi^2\right)
\approx1-\tfrac32\psi^2 .
\end{equation}
The line has grown by $\psi^2/2$, while the spacing has shrunk by three times as much. Planes of unchanged spacing must therefore have normals slightly outside the cone. For cooling, with coefficients referred to the hot state, $\Delta T$ is negative and both leading shifts change sign.

\subsection{What each derivation assumes}

The derivation from lines treats the crystal as a continuum that deforms uniformly. It needs no lattice and no indices, and it shows the tilt as well as the length. It applies to what a length gauge would record on a free crystal, if the gauge follows the same material line.

The derivation from planes needs a periodic lattice whose planes keep their indices. It uses the cell edges alone, so movements of atoms inside the cell do not enter except through those edges. It applies to the position of a diffraction peak.

The coefficients of the two derivations are the same if the number of cells along each edge of the crystal is constant. An edge containing $n$ cells has length $nL_i$, and its relative growth per kelvin is $\alpha_i+d(\ln n)/dT$. The extra term vanishes unless heating adds or removes cells, for example through the creation of vacancies with the displaced atoms settling on the surface.

Both derivations give the cone at one temperature, from the coefficients at that temperature. The same cone holds over a range only if the ratios of the coefficients stay fixed, and the finite-rise shifts assume that each edge grows linearly with temperature, as in $\lambda_i=1+\alpha_i\Delta T$. This choice matters because the shifts are second-order effects. If $(1/L_i)\,dL_i/dT$ were constant instead, the edges would grow as $\lambda_i=e^{\alpha_i\Delta T}$. The correction factors would then be $1+\alpha_i\Delta T$ for lines and $1-\alpha_i\Delta T$ for planes, and the shifts in the $ab$ plane would be $-0.52^\circ$ and $+0.52^\circ$. If all three expansion coefficients change by a common factor, that factor cancels in $-\alpha_b/A$ and the cone stays in place. A change of one coefficient moves it. If $|\alpha_b|$ is 10\% larger while the others are held fixed, $\tan^2\theta_0$ grows by the factor 1.1. The angle then increases by about $\frac14\ln1.1=0.024$ rad, or $1.4^\circ$, in both the $ab$ and $bc$ planes. This is more than either shift due to the finite rise. The actual variation in NiSi is larger still: with coefficients of roughly $20$, $-5$ and $17$ ppm/K near room temperature, the cone opens only to about $25^\circ$--$28^\circ$, and it approaches $45^\circ$--$48^\circ$ only from about $200\,^\circ$C upwards.

\subsection{A silicide contact on silicon}

Both derivations also assume that the crystal is free. In a transistor contact, NiSi is a thin polycrystalline film attached to silicon, whose expansion coefficient near room temperature is roughly $\alpha_{\rm Si}=2.6$ ppm/K in every direction. It rises to about 4 ppm/K at $450\,^\circ$C. The room-temperature value is kept here for simplicity; using instead the average over the range, about 3.5 ppm/K, which is the value consistent with the NiSi coefficients used here, would move the angles below by roughly $0.6^\circ$ to $1.1^\circ$. Two questions then replace the original one.

The first is which lines of a free NiSi crystal expand at the same rate as silicon. Since $\sum_in_i^2=1$, the condition $\alpha(\mathbf n)=t$ can be written $\sum_i(\alpha_i-t)n_i^2=0$. This is the earlier condition with every coefficient reduced by $t$, so
\begin{equation}
\tan^2\theta_t=\frac{t-\alpha_b}{A(\phi)-t},
\qquad \alpha_b<t<\alpha_c .
\label{eq:target}
\end{equation}
For $t=2.6$ ppm/K the ratios are $45.6/39.4$ in the $ab$ plane and $45.6/31.4$ in the $bc$ plane. The angles are $47.1^\circ$ and $50.3^\circ$, about two degrees outside the zero-expansion cone. Such a line is matched to silicon along its own length; other lines in the interface need not be.

The second question is which clamped grains keep their thickness. Let $\mathbf n$ be the film normal, called direction 3, and let 1 and 2 lie in the film. A thick substrate imposes the strains per kelvin $E_{11}=E_{22}=\alpha_{\rm Si}$ and $E_{12}=0$. The elastic strain $e$ is the total strain minus the free thermal strain. The trace $S=\alpha_a+\alpha_b+\alpha_c=33$ ppm/K does not depend on the choice of axes, so the two free in-plane strains add up to $S-\alpha(\mathbf n)$, and
\begin{equation}
e_{11}+e_{22}=2\alpha_{\rm Si}-S+\alpha(\mathbf n) .
\end{equation}
The top surface carries no stress. For an isotropic elastic solid with Poisson ratio $\nu$, zero normal stress means
\begin{equation}
e_{33}=-\kappa(e_{11}+e_{22}),\qquad \kappa=\frac{\nu}{1-\nu} .
\end{equation}
The thickness then expands at the rate
\begin{equation}
E_{33}=\alpha(\mathbf n)+e_{33}
=\alpha(\mathbf n)+\kappa\left[S-\alpha(\mathbf n)-2\alpha_{\rm Si}\right].
\end{equation}
Setting this to zero gives $(1-\kappa)\alpha(\mathbf n)=-\kappa(S-2\alpha_{\rm Si})$. Since $\kappa/(1-\kappa)=\nu/(1-2\nu)$, the free coefficient along the normal must be
\begin{equation}
\alpha(\mathbf n)=-\frac{\nu\,(S-2\alpha_{\rm Si})}{1-2\nu}
=-\frac{0.3\times27.8}{0.4}\approx-21\ \text{ppm/K}
\end{equation}
for a rough value $\nu=0.3$. Using this as $t$ in \eqref{eq:target} gives angles of about $31^\circ$ in the $ab$ plane and $32^\circ$ in the $bc$ plane. The cone is much narrower because the substrate suppresses the average in-plane growth, and the Poisson effect turns this into extra thickness. A grain must then have a strongly contracting normal to compensate. For $\nu=0$ the free cone returns. If $\nu$ exceeds about 0.38, the required coefficient lies below $-43$ ppm/K, and no grain orientation keeps its thickness in this model.

The temperature range used here is in the rough range of NiSi contact processing. For fixed coefficients, clamping is the largest of the departures considered, moving the angle by about $15^\circ$ for $\nu=0.3$. The shift depends steeply on $\nu$: in the $ab$ plane it is about $10^\circ$ for $\nu=0.25$ and $20^\circ$ for $\nu=0.33$. The temperature dependence of the coefficients near room temperature moves the free cone by a comparable amount. Even that figure is an elastic estimate. Over 425 K the free strains of NiSi relative to silicon are $1.7\%$ along $a$, $-1.9\%$ along $b$ and $1.3\%$ along $c$. A film may not carry strains of this size elastically, and plastic flow, elastic anisotropy and neighbouring grains, all left out here, would change the result. The angles of $45.3^\circ$ to $48.4^\circ$ therefore apply to free crystals or loose powder at temperatures where the coefficients take the values \eqref{eq:values}, not at room temperature, and they are not a rule for choosing the texture of an attached film.
